# The L edge of a 3d0 ion in octahedral symmetry: a program that tests the result

```python
# Result under test: the configuration 2p5 3d1 has seven T1u levels in Oh, the
# only levels reached by dipole absorption from 2p6 3d0, and their energies and
# intensities follow from a closed 7x7 matrix.
# Symbols: zeta_p, zeta_d = spin-orbit constants; tenDq = cubic splitting;
# F2, G1, G3 = p-d Slater integrals (all in eV). Energies are relative to E0,
# which holds orbital energies, F0 and the spherical field of the full p shell.
# Reference side: 60 determinants of six electrons, angular integrals by
# quadrature. The p-p repulsion is the same for all p5 states and is left out.
# Order of the 7 basis states: singlets t, e; triplets from T1u pairs t, e;
# triplets from T2u pairs t', e'; triplet from the Eu pair.
from itertools import permutations, product
from math import factorial, pi, sqrt
import numpy as np
from scipy.linalg import block_diag, expm
from scipy.spatial.transform import Rotation
from scipy.special import lpmv

# ---------- angular integrals by quadrature ----------
nodes, weights = np.polynomial.legendre.leggauss(10)
angles = 2 * pi * np.arange(20) / 20
cos_t, phi = np.meshgrid(nodes, angles, indexing="ij")
sphere_weight = np.outer(weights, np.full(20, 2 * pi / 20))


def ylm(l, m):
    n = abs(m)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - n) / factorial(l + n))
    y = norm * lpmv(n, l, cos_t) * np.exp(1j * n * phi)
    return y if m >= 0 else (-1) ** n * y.conj()


spatial = [(l, m) for l in (1, 2) for m in range(-l, l + 1)]
shell = [l for l, m in spatial]
harmonics = np.array([ylm(l, m) for l, m in spatial])


def angular(f):
    return np.einsum("aij,ij,bij->ab", harmonics.conj(), f * sphere_weight,
                     harmonics)


# ---------- one-electron operators (units of hbar) ----------
l_plus = np.zeros((8, 8))
for col, (l, m) in enumerate(spatial):
    if m < l:
        l_plus[col + 1, col] = sqrt(l * (l + 1) - m * (m + 1))
l_ops = [(l_plus + l_plus.T) / 2, (l_plus - l_plus.T) / 2j,
         np.diag([float(m) for l, m in spatial])]
s_ops = [np.array([[0, 1], [1, 0]]) / 2, np.array([[0, -1j], [1j, 0]]) / 2,
         np.diag([0.5, -0.5])]
j_ops = [np.kron(a, np.eye(2)) + np.kron(np.eye(8), b)
         for a, b in zip(l_ops, s_ops)]
l_dot_s = sum(np.kron(a, b) for a, b in zip(l_ops, s_ops))
on_p = np.diag([1.0] * 6 + [0.0] * 10)
on_d = np.eye(16) - on_p
sin_t = np.sqrt(1 - cos_t ** 2)
quartic = ((sin_t * np.cos(phi)) ** 4 + (sin_t * np.sin(phi)) ** 4
           + cos_t ** 4 - 0.6)
cubic = angular(quartic)
cubic = cubic / np.ptp(np.linalg.eigvalsh(cubic[3:, 3:]))

# ---------- determinants and second quantization ----------
closed = 0b111111
p5d1 = [(closed ^ (1 << h)) | (1 << d) for h in range(6) for d in range(6, 16)]
p6d1 = [closed | (1 << d) for d in range(6, 16)]


def act(operators, det):
    sign = 1
    for orbital, create in reversed(operators):
        if bool((det >> orbital) & 1) == create:
            return 0, 0
        sign *= (-1) ** bin(det & ((1 << orbital) - 1)).count("1")
        det ^= 1 << orbital
    return sign, det


def one_body(h, source=p5d1):
    row = {det: i for i, det in enumerate(p5d1)}
    out = np.zeros((len(p5d1), len(source)), complex)
    for a, b in np.argwhere(abs(h) > 1e-12).tolist():
        for col, det in enumerate(source):
            sign, new = act([(a, True), (b, False)], det)
            if new in row:
                out[row[new], col] += sign * h[a, b]
    return out


def two_body(k, exchange, basis):
    row = {det: i for i, det in enumerate(basis)}
    out = np.zeros((len(basis), len(basis)), complex)
    v = np.zeros((8, 8, 8, 8), complex)
    for q in range(-k, k + 1):
        g = angular(ylm(k, q))
        v += 4 * pi / (2 * k + 1) * np.einsum("ac,db->abcd", g, g.conj())
    for a, b, c, d in np.argwhere(abs(v) > 1e-12).tolist():
        if shell[a] + shell[b] != 3 or shell[c] + shell[d] != 3:
            continue
        if (shell[a] != shell[c]) != exchange:
            continue
        for s1, s2 in product((0, 1), repeat=2):
            ops = [(2 * a + s1, True), (2 * b + s2, True),
                   (2 * d + s2, False), (2 * c + s1, False)]
            for col, det in enumerate(basis):
                sign, new = act(ops, det)
                if new in row:
                    out[row[new], col] += 0.5 * sign * v[a, b, c, d]
    return out


full = {"zeta_p": one_body(on_p @ l_dot_s), "zeta_d": one_body(on_d @ l_dot_s),
        "tenDq": one_body(np.kron(cubic, np.eye(2)))}
for name, k, exchange, field in (("F2", 2, False, 0.0), ("G1", 1, True, -2 / 5),
                                 ("G3", 3, True, -9 / 35)):
    outside_full_shell = two_body(k, exchange, p6d1)
    assert np.allclose(outside_full_shell, field * np.eye(10), atol=1e-10)
    shift = outside_full_shell[0, 0].real
    full[name] = two_body(k, exchange, p5d1) - shift * np.eye(60)
dipole = one_body(np.kron(angular(cos_t), np.eye(2)), [closed])[:, 0]
strength = np.vdot(dipole, dipole).real
assert abs(strength - 4 / 3) < 1e-10

# ---------- branching of the J levels with explicit rotations ----------
rotations = []
for perm in permutations(range(3)):
    for signs in product((1, -1), repeat=3):
        r = np.diag(signs) @ np.eye(3)[list(perm)]
        if np.linalg.det(r) > 0:
            rotations.append(r)
assert len(rotations) == 24
big_j = [one_body(j) for j in j_ops]
irreps = {"A1u": 1, "A2u": 1, "Eu": 2, "T1u": 3, "T2u": 3}
projector = {g: np.zeros((60, 60), complex) for g in irreps}
for r in rotations:
    vec = Rotation.from_matrix(r).as_rotvec()
    u = expm(-1j * sum(v * j for v, j in zip(vec, big_j)))
    parity = np.linalg.det(abs(r))
    character = {"A1u": 1.0, "A2u": parity, "Eu": np.trace(abs(r)) - 1,
                 "T1u": np.trace(r), "T2u": parity * np.trace(r)}
    for g, dim in irreps.items():
        projector[g] += dim / 24 * character[g] * u
for det in p5d1:
    occupied = [shell[i // 2] for i in range(16) if (det >> i) & 1]
    assert (-1) ** sum(occupied) == -1
j2_values, j2_vectors = np.linalg.eigh(sum(j @ j for j in big_j))
expected = {0: (1, ["A1u"]), 1: (3, ["T1u"]), 2: (4, ["Eu", "T2u"]),
            3: (3, ["A2u", "T1u", "T2u"]), 4: (1, ["A1u", "Eu", "T1u", "T2u"])}
branching = {}
for J in range(5):
    sub = j2_vectors[:, abs(j2_values - J * (J + 1)) < 1e-6]
    levels = sub.shape[1] // (2 * J + 1)
    found = []
    for g, dim in irreps.items():
        copies = np.trace(sub.conj().T @ projector[g] @ sub).real / dim / levels
        assert min(abs(copies), abs(copies - 1)) < 1e-8
        if copies > 0.5:
            found.append(g)
    branching[J] = (levels, found)
assert branching == expected
totals = {g: round(np.trace(projector[g]).real / d) for g, d in irreps.items()}
assert totals["T1u"] == 7
assert np.allclose(projector["T1u"] @ dipole, dipole, atol=1e-9)
t1u_values, t1u_vectors = np.linalg.eigh(projector["T1u"])
t1u_space = t1u_vectors[:, t1u_values > 0.5]
assert t1u_space.shape[1] == 21
hole = np.linalg.eigvalsh(t1u_space.conj().T @ full["zeta_p"] @ t1u_space)
assert np.allclose(hole, [-0.5] * 15 + [1.0] * 6, atol=1e-9)

# ---------- closed 7x7 matrices ----------
r2, r3, r6 = sqrt(2), sqrt(3), sqrt(6)
bright = np.array([sqrt(3 / 5), sqrt(2 / 5), 0, 0, 0, 0, 0])
singlet_f = np.array([sqrt(2 / 5), -sqrt(3 / 5), 0, 0, 0, 0, 0])
pair_t1 = np.array([[-5, -r6], [-r6, -4]]) / 35
pair_t2 = np.array([[1, -3 * r2], [-3 * r2, 4]]) / 35
small = {
    "zeta_p": np.array([[0, 0, -r2, 0, r2, 0, -2],
                        [0, 0, 0, -r2, 0, -r6, 0],
                        [-r2, 0, -1, 0, -1, 0, r2],
                        [0, -r2, 0, -1, 0, r3, 0],
                        [r2, 0, -1, 0, -1, 0, -r2],
                        [0, -r6, 0, r3, 0, 1, 0],
                        [-2, 0, r2, 0, -r2, 0, 0]]) / 4,
    "zeta_d": np.array([[0, 0, r2, 2 * r3, r2, 2, 2],
                        [0, 0, 2 * r3, 0, -2 * r3, 0, 0],
                        [r2, 2 * r3, -1, -r6, 1, r2, r2],
                        [2 * r3, 0, -r6, 0, -r6, 0, 0],
                        [r2, -2 * r3, 1, -r6, -1, r2, r2],
                        [2, 0, r2, 0, r2, 0, -4],
                        [2, 0, r2, 0, r2, -4, 0]]) / 4,
    "tenDq": np.diag([-0.4, 0.6, -0.4, 0.6, -0.4, 0.6, -0.4]),
    "F2": block_diag(pair_t1, pair_t1, pair_t2, [[1 / 5]]),
    "G1": 4 / 3 * np.outer(bright, bright),
    "G3": 18 / 49 * np.outer(singlet_f, singlet_f)}


def combine(parts, par):
    return sum(par[name] * parts[name] for name in par)


def small_lines(par):
    energy, vectors = np.linalg.eigh(combine(small, par))
    return energy, (bright @ vectors) ** 2, vectors


def full_lines(par):
    h = t1u_space.conj().T @ combine(full, par) @ t1u_space
    energy, vectors = np.linalg.eigh(h)
    amplitude = vectors.conj().T @ (t1u_space.conj().T @ dipole)
    triples = energy.reshape(7, 3)
    assert np.ptp(triples, axis=1).max() < 1e-8
    return triples.mean(1), (abs(amplitude) ** 2).reshape(7, 3).sum(1) / strength


def visible_lines(par):
    energy, vectors = np.linalg.eigh(combine(full, par))
    share = abs(vectors.conj().T @ dipole) ** 2 / strength
    lines = []
    for e, i in zip(energy, share):
        if lines and abs(e - lines[-1][0]) < 1e-7:
            lines[-1][1] += i
        else:
            lines.append([e, i])
    return [line for line in lines if line[1] > 1e-10]


example = {"zeta_p": 4.0, "zeta_d": 0.03, "tenDq": 2.0,
           "F2": 5.0, "G1": 4.0, "G3": 2.0}
rng = np.random.default_rng(7)
trials = [example] + [{n: rng.uniform(0.5, 3.0) for n in example}
                      for _ in range(4)]
for par in trials:
    e_small, i_small, _ = small_lines(par)
    e_full, i_full = full_lines(par)
    assert np.allclose(e_small, e_full, atol=1e-8)
    assert np.allclose(i_small, i_full, atol=1e-7)
    assert abs(e_full @ i_full - (-par["F2"] / 5 + 4 * par["G1"] / 3)) < 1e-8

# ---------- limits ----------
no_spin_orbit = visible_lines({**example, "zeta_p": 0.0, "zeta_d": 0.0})
no_cubic = visible_lines({**example, "tenDq": 0.0})
everything = visible_lines(example)
bare = visible_lines({"zeta_p": example["zeta_p"], "tenDq": example["tenDq"]})
assert (len(no_spin_orbit), len(no_cubic), len(everything)) == (2, 3, 7)
assert np.allclose([i for e, i in bare], [2 / 5, 4 / 15, 1 / 5, 2 / 15])

# ---------- effect of G1 ----------
energies, intensities, vectors = small_lines(example)
step = 1e-4
up = full_lines({**example, "G1": example["G1"] + step})[0]
down = full_lines({**example, "G1": example["G1"] - step})[0]
assert np.allclose((up - down) / (2 * step), 4 / 3 * intensities, atol=1e-5)
scan = [full_lines({**example, "G1": g})[1][5:].sum()
        for g in np.linspace(0, 6, 25)]
assert np.diff(scan).min() > -1e-10

# ---------- broadened edge ----------
gamma = 0.2


def edge(e):
    e = np.asarray(e)[:, None]
    return (intensities * gamma / pi / ((e - energies) ** 2 + gamma ** 2)).sum(1)


h_full = combine(full, example)
for e in np.linspace(energies[0], energies[-1], 9):
    response = np.linalg.solve((e + 1j * gamma) * np.eye(60) - h_full, dipole)
    reference = -np.vdot(dipole, response).imag / pi / strength
    assert abs(reference - edge([e])[0]) < 1e-8
grid = np.arange(energies[0] - 2, energies[-1] + 2, 0.001)
curve = edge(grid)
inner = (curve[1:-1] > curve[:-2]) & (curve[1:-1] > curve[2:])
maxima = np.where(inner)[0] + 1

# ---------- output ----------
print("Parameters (eV):", ", ".join(f"{n}={v:g}" for n, v in example.items()))
print(f"Lorentzian half width at half maximum: {gamma:.2f} eV")
for J, (levels, found) in branching.items():
    print(f"J={J}: {levels} level(s), each -> {' + '.join(found)}")
print("Levels in Oh:", ", ".join(f"{n} {g}" for g, n in totals.items()))
print(f"Total z-dipole strength / R^2: {strength:.4f}")
print("7x7 matrix for the example (eV):")
for line in combine(small, example):
    print(" ".join(f"{value:8.4f}" for value in line))
p_half = (small["zeta_p"] + 0.5 * np.eye(7)) / 1.5
print("n, E-E0 (eV), intensity, weights of eg, p1/2 hole, triplet:")
for n in range(7):
    v = vectors[:, n]
    print(f"{n + 1} {energies[n]:8.3f} {intensities[n]:9.5f} "
          f"{(v[[1, 3, 5]] ** 2).sum():7.3f} {v @ p_half @ v:7.3f} "
          f"{(v[2:] ** 2).sum():7.3f}")
print(f"Sum of intensities: {intensities.sum():.5f}")
print(f"Centroid E-E0: {energies @ intensities:.4f} eV")
print("Visible lines without spin-orbit, without cubic field, with all:",
      len(no_spin_orbit), len(no_cubic), len(everything))
print("Only zeta_p and 10Dq: E-E0 (eV), intensity:")
for e, i in bare:
    print(f"  {e:7.3f} {i:8.4f}")
print("Maxima of the broadened edge: E-E0 (eV), height (1/eV):")
for k in maxima:
    print(f"  {grid[k]:7.2f} {curve[k]:8.4f}")
for g in (0.0, 2.0, 4.0):
    share = small_lines({**example, "G1": g})[1][5:].sum()
    print(f"Intensity share of the upper two lines at G1={g:.1f} eV: {share:.4f}")
print("PASS")
```

It prints:

```
Parameters (eV): zeta_p=4, zeta_d=0.03, tenDq=2, F2=5, G1=4, G3=2
Lorentzian half width at half maximum: 0.20 eV
J=0: 1 level(s), each -> A1u
J=1: 3 level(s), each -> T1u
J=2: 4 level(s), each -> Eu + T2u
J=3: 3 level(s), each -> A2u + T1u + T2u
J=4: 1 level(s), each -> A1u + Eu + T1u + T2u
Levels in Oh: 2 A1u, 3 A2u, 5 Eu, 7 T1u, 8 T2u
Total z-dipole strength / R^2: 1.3333
7x7 matrix for the example (eV):
  1.9796   1.9029  -1.4036   0.0260   1.4248   0.0150  -1.9850
  1.9029   3.2027   0.0260  -1.4142  -0.0260  -2.4495   0.0000
 -1.4036   0.0260  -2.5218  -0.3683  -0.9925   0.0106   1.4248
  0.0260  -1.4142  -0.3683  -0.3714  -0.0184   1.7321   0.0000
  1.4248  -0.0260  -0.9925  -0.0184  -1.6646  -0.5955  -1.4036
  0.0150  -2.4495   0.0106   1.7321  -0.5955   2.7714  -0.0300
 -1.9850   0.0000   1.4248   0.0000  -1.4036  -0.0300   0.2000
n, E-E0 (eV), intensity, weights of eg, p1/2 hole, triplet:
1   -3.340   0.00425   0.014   0.009   0.992
2   -2.566   0.00665   0.059   0.007   0.935
3   -1.509   0.04997   0.264   0.003   0.475
4   -1.104   0.01231   0.885   0.010   0.984
5    0.983   0.25911   0.742   0.099   0.614
6    4.322   0.13988   0.246   0.953   0.600
7    6.810   0.52784   0.791   0.919   0.401
Sum of intensities: 1.00000
Centroid E-E0: 4.3333 eV
Visible lines without spin-orbit, without cubic field, with all: 2 3 7
Only zeta_p and 10Dq: E-E0 (eV), intensity:
   -2.800   0.4000
   -0.800   0.2667
    3.200   0.2000
    5.200   0.1333
Maxima of the broadened edge: E-E0 (eV), height (1/eV):
    -3.33   0.0099
    -2.56   0.0160
    -1.50   0.0872
     0.98   0.4149
     4.32   0.2296
     6.81   0.8421
Intensity share of the upper two lines at G1=0.0 eV: 0.2213
Intensity share of the upper two lines at G1=2.0 eV: 0.4208
Intensity share of the upper two lines at G1=4.0 eV: 0.6677
PASS
```
